# How fast the Monte Carlo sign decays on a Hubbard triangle

**Question.** A quantum Monte Carlo simulation of a fermion cluster samples paths whose weights may be negative. How small does the average sign become as the temperature is lowered, how many samples does this cost, and how much of the cost is due to the choice of single-particle orbitals? Take as the case to be estimated a three-site Hubbard cluster with equal hoppings.

**Answer.**

## The model and the sampled paths

The Hamiltonian is

$$H=-t\sum_{\sigma}\sum_{i\neq j}c^\dagger_{i\sigma}c_{j\sigma}+U\sum_i n_{i\uparrow}n_{i\downarrow},\qquad i,j=1,2,3,$$

with $t>0$. Energies are given in units of $t$ and the inverse temperature $\beta$ in units of $1/t$. The particle numbers are fixed at two up electrons and one down electron unless stated otherwise, which leaves $3\times3=9$ states. The numerical example uses $U=4t$.

Choose an occupation-number basis, in which $H$ is a real symmetric matrix $H_{ij}$, and a constant $C\geq\max_i H_{ii}$. Since $C$ commutes with $H$,

$$Z=\mathrm{Tr}\,e^{-\beta H}=e^{-\beta C}\sum_{n=0}^{\infty}\frac{\beta^n}{n!}\,\mathrm{Tr}\,(C-H)^n .$$

Writing out the matrix products turns each trace into a sum over closed walks $i_0\to i_1\to\dots\to i_n=i_0$ among the basis states. A walk has the weight

$$W=e^{-\beta C}\frac{\beta^n}{n!}\prod_{k=1}^{n}(C-H)_{i_{k-1}i_k}.$$

These are the world lines of a continuous-time simulation: $\beta^n/n!$ is the volume available to $n$ ordered times between $0$ and $\beta$. There is no time-step error.

A negative $W$ cannot be a probability. One therefore samples with probability proportional to $|W|$ and keeps the sign $s=W/|W|$ as a factor in the measurement. Averages in this sampled ensemble are denoted $\langle\cdot\rangle'$, except that the average sign is written simply $\langle s\rangle$.

## The average sign is a ratio of partition functions

The diagonal factors $C-H_{ii}$ are non-negative, so taking the absolute value changes nothing there. An off-diagonal factor $-H_{ij}$ becomes $|H_{ij}|$. The absolute weights thus belong to another Hamiltonian,

$$H'_{ii}=H_{ii},\qquad H'_{ij}=-|H_{ij}|\quad(i\neq j),$$

and their sum is $Z'=\mathrm{Tr}\,e^{-\beta H'}$. With $F=-\beta^{-1}\ln Z$ and $F'=-\beta^{-1}\ln Z'$,

$$\langle s\rangle=\frac{\sum W}{\sum|W|}=\frac{Z}{Z'}=e^{-\beta\,\Delta F},\qquad \Delta F=F-F'.$$

The constant $C$ has dropped out. Because $\sum W\leq\sum|W|$, we have $\Delta F\geq0$.

This identity alone does not prove exponential decay, since $\Delta F$ depends on temperature. Let $E_0,E_0'$ be the ground energies of $H,H'$, and $g,g'$ their degeneracies. At low temperature $Z\to g\,e^{-\beta E_0}$ and $Z'\to g'e^{-\beta E_0'}$, so

$$\langle s\rangle\to\frac{g}{g'}\,e^{-\beta(E_0-E_0')},\qquad \Delta F\to E_0-E_0'-\frac{1}{\beta}\ln\frac{g}{g'} .$$

The sign decays exponentially if $E_0>E_0'$. If the two ground energies coincide, it tends to a constant.

The size dependence follows in a simple case. For $n$ uncoupled copies of a cluster both partition functions factorize, and the average sign is $\langle s\rangle^n$. For a coupled lattice of $N$ sites the exponent grows as $\beta N$ if $\Delta F/N$ has a positive limit.

## What a small sign does to the error

Since $s^2=1$, the variance of the sign is $1-\langle s\rangle^2$. After $M$ independent samples its relative error is

$$\frac{\delta s}{\langle s\rangle}=\frac{\sqrt{1-\langle s\rangle^2}}{\langle s\rangle\sqrt M}.$$

Now consider an observable $A$ that is diagonal in the basis, evaluated at the starting state of each walk. Its physical mean is $\bar A=\langle sA\rangle'/\langle s\rangle$, estimated by $\sum_k s_kA_k/\sum_k s_k$. The deviation of this estimate from $\bar A$ is

$$\frac{\sum_k s_k(A_k-\bar A)}{\sum_k s_k}.$$

Each term of the numerator has mean $\langle sA\rangle'-\bar A\langle s\rangle=0$ and variance $\langle s^2(A-\bar A)^2\rangle'=\langle(A-\bar A)^2\rangle'$. The numerator therefore fluctuates by $\sqrt{M\langle(A-\bar A)^2\rangle'}$. To leading order in $1/\sqrt M$ the denominator can be replaced by its mean $M\langle s\rangle$, which gives

$$\delta A=\frac{\sqrt{\langle(A-\bar A)^2\rangle'}}{\langle s\rangle\sqrt M}.$$

This needs $M\langle s\rangle^2\gg1$. Otherwise the denominator is itself mostly noise, and the error estimate cannot be trusted. For correlated samples, $M$ stands for the effective number of independent ones.

At fixed accuracy the required number of samples is proportional to

$$\frac{\langle(A-\bar A)^2\rangle'}{\langle s\rangle^2}=\langle(A-\bar A)^2\rangle'\,e^{2\beta\Delta F}.$$

The exponential survives provided the spread in front does not vanish. Take $A$ as the number of doubly occupied sites, which is 0 or 1 here. Then $(A-\bar A)^2$ is at least the smaller of $\bar A^2$ and $(1-\bar A)^2$, so the spread stays finite if $\bar A$ stays away from 0 and 1. At low temperature the ground energy found below, $-1.275\,t$, ensures this. States without a doubly occupied site are not connected to each other by a single hop, so $\bar A=0$ would give energy 0. With $\bar A=1$ the energy would be at least $U-3t=t$, because the lowest kinetic energy is $-3t$: two electrons in the orbital of energy $-2t$ and one at $+t$.

## The site basis: a hole circling the triangle

Two up electrons on three sites are one hole. Let $|F\rangle$ be the state with all three up sites filled and $|h\rangle=c_h|F\rangle$, with the spin label dropped. For $i\neq j$ we have $c_i^\dagger c_j=-c_jc_i^\dagger$. Also $c_i^\dagger c_h|F\rangle=\delta_{ih}|F\rangle$, because $c_i^\dagger|F\rangle=0$. Hence

$$-t\sum_{i\neq j}c_i^\dagger c_j|h\rangle=+t\sum_{j\neq h}|j\rangle .$$

The hole hops with amplitude $+t$, the down electron with $-t$. A walk contains the negatives of these amplitudes, so one trip of the hole around the triangle contributes $(-t)^3<0$. This is the origin of the sign. Redefining basis states by factors $\pm1$ cannot remove it, because each such factor enters a closed walk twice.

Label the nine states $|h,d\rangle$ by the positions of the up hole and the down electron. A doubly occupied site exists when $d\neq h$, so the diagonal elements are $U(1-\delta_{hd})$.

**Ground energy of $H'$.** Here every hop has amplitude $-t$. All states are connected, so by the Perron–Frobenius theorem the ground state is unique with positive coefficients. It is therefore symmetric under all permutations of the sites and is a combination of

$$|S\rangle=\frac1{\sqrt3}\sum_h|h,h\rangle,\qquad |D\rangle=\frac1{\sqrt6}\sum_{h\neq d}|h,d\rangle .$$

Each of the three states in $|S\rangle$ has four neighbours in $|D\rangle$, so the coupling is $-12t/\sqrt{18}=-2\sqrt2\,t$. Each state in $|D\rangle$ has two neighbours within $|D\rangle$, so its energy is $U-2t$. The condition $E(E-U+2t)=8t^2$ gives

$$E_0'=\frac{U-2t}{2}-\sqrt{\left(\frac{U-2t}{2}\right)^2+8t^2}.$$

For $U=4t$ this is $t-3t=-2t$.

**Ground energy of $H$.** Use the relative position $r=d-h$ modulo 3 and the total momentum $K=0,\pm2\pi/3$:

$$|K,r\rangle=\frac1{\sqrt3}\sum_h e^{iKh}|h,h+r\rangle .$$

The step $r\to r+1$ occurs when the electron moves forward, with amplitude $-t$, or when the hole moves backward, with amplitude $+t\,e^{iK}$. The phase comes from relabelling the sum over $h$. The total amplitude is $z=t(e^{iK}-1)$.

For $K=0$ it vanishes, and the energies are $0,U,U$. For $K=\pm2\pi/3$, $|z|^2=t^2(2-2\cos K)=3t^2$. Writing $z=2it\sin(K/2)\,e^{iK/2}$ shows that $z^3=\pm3\sqrt3\,i\,t^3$, so $z^3+z^{*3}=0$. The determinant of the $3\times3$ matrix with diagonal $0,U,U$ then gives

$$-E(U-E)^2-|z|^2\,[2(U-E)-E]=0,$$

or

$$E(U-E)^2+3t^2(2U-3E)=0 .$$

For $U=4t$ the lowest root is $E_0=-1.2749\,t$. It occurs for both signs of $K$, so $g=2$, while $g'=1$.

## The size of the effect

The difference of ground energies is $E_0-E_0'=(-1.2749+2.0000)\,t=0.7251\,t$, and the low-temperature law becomes

$$\langle s\rangle\simeq2\,e^{-0.7251\,\beta t}.$$

At $\beta=5/t$ this is $2e^{-3.625}\simeq0.0533$, in agreement with the full ratio $Z/Z'$. The following values come from that ratio; $M$ is the number of independent samples that fixes $\langle s\rangle$ to one per cent of its value.

| $\beta t$ | $\langle s\rangle$ | $\Delta F/t$ | $M$ |
|---:|---:|---:|---:|
| 1 | 0.796 | 0.228 | $5.8\times10^3$ |
| 3 | 0.226 | 0.495 | $1.9\times10^5$ |
| 5 | 0.0533 | 0.586 | $3.5\times10^6$ |
| 10 | $1.42\times10^{-3}$ | 0.656 | $5.0\times10^9$ |
| 20 | $1.01\times10^{-6}$ | 0.690 | $9.9\times10^{15}$ |

The slow approach of $\Delta F$ to $0.725\,t$ is the degeneracy term: at $\beta=10/t$ it subtracts $t\ln2/10=0.069\,t$. From $\beta=10/t$ to $20/t$ the sample number grows by $e^{2\times0.7251\times10}\simeq2\times10^6$. At low temperature, each increase of $\beta$ by $\ln10/(2\times0.7251\,t)\simeq1.6/t$ costs another factor of ten.

At high temperature the problem starts gently, because a negative walk needs at least three hops. At third order the negative walks are the trips of the hole: nine starting states and two directions give 18 walks, each changing the trace by $2t^3$ when its sign is removed. With $Z'\to9$,

$$1-\langle s\rangle\simeq\frac{\beta^3}{3!}\,\frac{18\times2t^3}{9}=\frac23(\beta t)^3 ,\qquad \beta t\ll1,\ \beta U\ll1 .$$

Direct sampling of independent signed walks checks both the mean and the error law. At $\beta=3/t$, 200,000 walks gave $\langle s\rangle=0.2292\pm0.0022$, where $Z/Z'=0.2262$. For the double occupancy the spread $\sqrt{\langle(A-\bar A)^2\rangle'}$ is 0.481, so a batch of 2000 walks should have the error

$$\delta A=\frac{0.481}{0.2262\sqrt{2000}}=0.0475 .$$

The observed scatter of 100 batches was 0.0437, which is 8 per cent lower; a standard deviation from 100 batches is itself uncertain by about 7 per cent. At $\beta=1/t$ the formula gives 0.0125. Of the growth by a factor of 3.8 between these temperatures, 3.5 comes from $1/\langle s\rangle$ and 1.08 from the spread.

## The same cluster in even and odd orbitals

Replace the orbitals on sites 1 and 2, for each spin, by

$$a=\frac{c_1+c_2}{\sqrt2},\qquad b=\frac{c_2-c_1}{\sqrt2}.$$

The inverse relations are $c_1=(a-b)/\sqrt2$ and $c_2=(a+b)/\sqrt2$. Inserting them gives

$$c_1^\dagger c_2+c_2^\dagger c_1=n_a-n_b,\qquad c_1^\dagger c_3+c_2^\dagger c_3=\sqrt2\,a^\dagger c_3 .$$

The one-body energies of $a$ and $b$ are thus $-t$ and $+t$. The one remaining hop connects $a$ with site 3, with amplitude $-\sqrt2\,t$. The triangle of hops is gone.

For the interaction define $N_\sigma=n_{a\sigma}+n_{b\sigma}$ and $X_\sigma=a_\sigma^\dagger b_\sigma+b_\sigma^\dagger a_\sigma$. Then $n_{1\sigma}=(N_\sigma-X_\sigma)/2$ and $n_{2\sigma}=(N_\sigma+X_\sigma)/2$. The cross terms cancel in the sum:

$$U(n_{1\uparrow}n_{1\downarrow}+n_{2\uparrow}n_{2\downarrow})=\frac U2\left(N_\uparrow N_\downarrow+X_\uparrow X_\downarrow\right).$$

The last term moves an up and a down particle (or hole) between $a$ and $b$ together. Its positive amplitude might seem to bring the sign back, so the closed walks must be examined.

Let $(x,y)$ denote the orbitals of the up hole and the down electron. The off-diagonal terms connect the nine states in two separate groups:

- $(a,a)$, $(3,a)$, $(3,3)$ and $(a,3)$ form a square, and $(b,b)$ is attached to $(a,a)$.
- $(3,b)$, $(a,b)$, $(b,a)$ and $(b,3)$ form an open chain.

On an open chain or a side branch, a closed walk must retrace each link, which contributes squares of real amplitudes. Around the square, the up hop occurs twice and the down hop occurs twice, so this product is positive too. Every closed walk has positive weight, and $Z'=Z$:

$$\langle s\rangle=1\quad\text{at every temperature and for every real }U .$$

The argument extends to all particle numbers. A spin species with one or two electrons is again one particle or one hole. With zero or three electrons it cannot move, $X_\sigma$ gives zero, and the other species has a single link. Numerically, the spectra of $H$ and $H'$ agree over all sectors for $U/t=0,1,4,12$.

The physical spectrum and $F$ are the same as in the site basis. What has changed is $F'$, because taking absolute values of matrix elements does not commute with rotating the orbitals. For an observable that is diagonal in both bases, such as an occupation of site 3, the formula for $\delta A$ applies in each, and at $\beta=20/t$ the rotation removes the factor $1/\langle s\rangle\simeq10^6$ from the error, apart from the change in spread. The double occupancy is not of this kind: in the even-odd basis it contains $\frac12X_\uparrow X_\downarrow$ and cannot be read off the starting state, so it needs a different estimator, whose spread is not computed here.

## Between and beyond the two bases

Let the rotation angle $\theta$ run from $0$ (sites) to $45^\circ$ (even and odd orbitals), with $a=\cos\theta\,c_1+\sin\theta\,c_2$ and $b=-\sin\theta\,c_1+\cos\theta\,c_2$. At $\beta=5/t$:

| $\theta$ | $E_0'/t$ | $\langle s\rangle$ |
|---:|---:|---:|
| $0^\circ$ | $-2.000$ | 0.053 |
| $15^\circ$ | $-2.372$ | 0.0083 |
| $30^\circ$ | $-2.551$ | 0.0034 |
| $40^\circ$ | $-1.803$ | 0.141 |
| $45^\circ$ | $-1.275$ | 1.000 |

The sign first becomes worse. With $\Delta_\sigma=n_{a\sigma}-n_{b\sigma}$, the same algebra as above gives $n_{1\sigma},n_{2\sigma}=\frac12[N_\sigma\pm(\cos2\theta\,\Delta_\sigma-\sin2\theta\,X_\sigma)]$. The interaction therefore contains

$$-\frac U4\sin4\theta\,(\Delta_\uparrow X_\downarrow+X_\uparrow\Delta_\downarrow),$$

a density-dependent hop that is absent at both ends of the scan. This term is not the only cause of the deterioration. Deleting it by hand, which also changes the physical Hamiltonian, raises $\langle s\rangle$ at $15^\circ$ and $30^\circ$ to 0.040 and 0.094. Deleting instead the pair term $\frac U2\sin^22\theta\,X_\uparrow X_\downarrow$ raises it to 0.074 and 0.151. Compared with the site value 0.053, the first deletion leaves a deterioration at $15^\circ$, while the second removes it at both angles. With both terms present the minimum of the scan is $\langle s\rangle\simeq0.0021$, near $25^\circ$.

Orbitals that diagonalize the hopping are another natural choice. They are not unique, because the level at $+t$ is doubly degenerate. Take $(1,1,1)/\sqrt3$, $(1,-1,0)/\sqrt2$ and $(1,1,-2)/\sqrt6$. At $U=0$ the Hamiltonian is then diagonal and $\langle s\rangle=1$. At $U=4t$ and $\beta=5/t$ the result is $\langle s\rangle=0.155$: better than in the site basis, but still decaying, since $E_0'=-1.771\,t$ lies below $E_0$. Rotating the two degenerate orbitals into each other by $15^\circ$ lowers the value to 0.024. Removing all one-body hops is therefore not sufficient in itself, because the interaction can supply its own signed loops. The plane waves $e^{ikj}/\sqrt3$ with $k=0,\pm2\pi/3$ also diagonalize the hopping and behave differently. With one up hole and one down electron the interaction is $U-U\sum_i n^h_{i\uparrow}n_{i\downarrow}$, where $n^h_{i\uparrow}=1-n_{i\uparrow}$. It couples the three states of equal total momentum with amplitude $-U/3$. For $U>0$ all off-diagonal elements are negative and $\langle s\rangle=1$. Unlike the even-odd result, this depends on the particle numbers and on the sign of $U$: at $\beta=5/t$ the plane waves give 0.349 for one up and one down electron with $U=4t$, and 0.189 for two up and one down with $U=-4t$.

The even-odd proof uses the symmetry between sites 1 and 2: equal hoppings to site 3, which decouple $b$ from site 3, and equal repulsions and site energies, which forbid a single $a$–$b$ hop. At $\beta=5/t$, repulsions $3t$ and $5t$ on sites 1 and 2 give $\langle s\rangle=0.089$, and an energy $0.5\,t$ on site 1 gives 0.435. Unequal hoppings to site 3 alone create new loops, but for two up electrons and one down electron with $U>0$ these are positive: each hop amplitude enters twice, and the pair move of a hole and an electron has amplitude $-U/2$. The proof also treats an isolated cluster. A bath, as in an impurity problem, adds links and possibly new loops, so positivity has to be examined again. Solvers that sum over auxiliary fields or expand in the hybridization sample different objects. For real signed weights their average sign is still a ratio of signed to absolute sums, but the absolute sum is in general not the $Z'$ used here, and the decay rates above do not carry over.

## Table of computed values

```
hopping t = 1.0 (energy unit), U = 4.0 t
states with 2 up and 1 down electron: 9
site basis: E0 = -1.274917 t (twofold), E0' = -2.000000 t
site basis: E0 - E0' = 0.725083 t
<s> exp(beta (E0-E0')) at beta = 12/t: 2.000000
site basis: beta [1/t], <s>, F-F' [t], samples for 1% error of <s>
     1  7.9618e-01  0.22794  5.78e+03
     2  4.5253e-01  0.39645  3.88e+04
     3  2.2621e-01  0.49543  1.85e+05
     5  5.3290e-02  0.58640  3.51e+06
    10  1.4192e-03  0.65577  4.97e+09
    20  1.0070e-06  0.69043  9.86e+15
sampling: 100 batches of 2000 independent walks
  beta = 1/t: sampled <s> = 0.7974 +- 0.0014, Z/Z' = 0.7962
    double occupancy: sampled 0.2132, exact 0.2142
    its batch error: scatter 0.0129, formula 0.0125; spread under H' 0.4450
  beta = 2/t: sampled <s> = 0.4561 +- 0.0020, Z/Z' = 0.4525
    double occupancy: sampled 0.2257, exact 0.2223
    its batch error: scatter 0.0229, formula 0.0234; spread under H' 0.4732
  beta = 3/t: sampled <s> = 0.2292 +- 0.0022, Z/Z' = 0.2262
    double occupancy: sampled 0.2319, exact 0.2283
    its batch error: scatter 0.0437, formula 0.0475; spread under H' 0.4807
even-odd basis, beta = 3/t: negative walks 0 of 20000
basis scan at beta = 5/t: angle [degrees], E0' [t], <s>
    0  -2.000000  0.053290
   15  -2.372441  0.008281
   30  -2.550658  0.003397
   40  -1.802807  0.141309
   45  -1.274917  1.000000
hopping eigenorbitals, beta = 5/t: <s> = 0.154965, E0' = -1.770512 t
hopping eigenorbitals at U = 0: <s> = 1.000000
```
